# Separating direct valence from wind charge in electromigration

**Problem.** An electric field $E$ in a metal exerts a force $F=Z^*eE$ on a migrating ion. Here $e>0$, and $Z^*$ is positive when the force points along the field. Effective charges $Z_1=-5$ and $Z_2=-4$ are measured at resistivities $\rho_1=5$ and $\rho_2=6\ \mu\Omega\,\mathrm{cm}$. The effective charge is the sum of a direct valence $Z_d$, the same in both measurements, and a wind charge $Z_w$ caused by electrons scattering from the ion. Assume that $Z_w$ is inversely proportional to $\rho$, with the same constant of proportionality in both measurements. Find $Z_d$, and decide how far the answer can be trusted.

## A tempting solution

The wind comes from scattering, and so does resistivity. A metal without resistivity should therefore have no wind, and the direct valence should be what remains at $\rho=0$. The two resistivities are close together, so a straight line is drawn through the data:

$$
\frac{Z_2-Z_1}{\rho_2-\rho_1}=\frac{-4+5}{6-5}=1\ \text{per }\mu\Omega\,\mathrm{cm}.
$$

Going back from $\rho_1$ to zero resistivity gives

$$
Z_d=-5-5\times 1=-10\qquad\text{(wrong)}.
$$

## Where it fails

If $Z_d$ were $-10$, the wind charges $Z^*-Z_d$ would be $+5$ and $+6$. A positive wind charge means that the electrons push the ion along the field. Electrons carry negative charge and drift against the field, so for the simple scattering considered here their push has the opposite sign.

The fault is the limit $\rho\to0$. An effective charge is a force divided by a field. At fixed field, lowering the resistivity raises the current $j=E/\rho$, and a larger current carries a stronger wind. The stated law says the same: $Z_w\propto1/\rho$ grows without bound as $\rho\to0$ and vanishes as $1/\rho\to0$. The direct valence must be sought at the other end of the scale.

## Why the wind charge varies as $1/\rho$

The law can be derived for free electrons of mass $m$, density $n$ and relaxation time $\tau$, to first order in the field. The force on each electron is $-eE$. In the steady state the Fermi sphere is displaced along the field direction by

$$
\delta=-\frac{eE\tau}{\hbar}.
$$

The drift velocity is $\hbar\delta/m=-eE\tau/m$, so the current density is $j=(-e)n(-eE\tau/m)=ne^2\tau E/m$. With the mean free path $l=v_F\tau$ and $mv_F=\hbar k_F$, the resistivity is

$$
\rho=\frac{E}{j}=\frac{m}{ne^2\tau}=\frac{mv_F}{ne^2l}=\frac{\hbar k_F}{ne^2l}.
$$

Now consider elastic scattering from one ion. An electron deflected through an angle $\chi$ loses, along its original direction, the momentum $\hbar k(1-\cos\chi)$. The sideways parts average to zero if the scattering depends on $\chi$ alone. Weighting this loss by the differential cross-section defines the transport cross-section

$$
\sigma_{tr}=\int(1-\cos\chi)\,d\sigma .
$$

An electron in a state $\mathbf k$, spread over the volume $V$ of the metal, meets the ion with flux $v/V$ and thus delivers momentum at the average rate $v\,\hbar\mathbf k\,\sigma_{tr}/V$. The exclusion principle does not alter the total: the products of two occupations cancel between each elastic process and its reverse, because the two have equal rates and opposite momentum transfers.

The undisplaced sphere gives no net force. The displacement adds a layer of thickness $\delta\cos\theta$ at angle $\theta$ to the field. There are $V/(4\pi^3)$ electron states per unit volume of $\mathbf k$-space, including spin, so $V$ cancels from the force. The component of momentum along the field brings a second factor $\cos\theta$. Hence

$$
F_w=\frac{1}{4\pi^3}\int k_F^2\,\delta\cos\theta\;
v_F\hbar k_F\sigma_{tr}\cos\theta\,d\Omega .
$$

Since $\int\cos^2\theta\,d\Omega=4\pi/3$ and $n=k_F^3/(3\pi^2)$,

$$
F_w=\frac{k_F^3}{3\pi^2}\,\hbar\delta\,v_F\sigma_{tr}
=n\hbar\delta\,v_F\sigma_{tr}
=-eE\,n\,l\,\sigma_{tr}.
$$

Dividing by $eE$ gives $Z_w=-nl\sigma_{tr}$. The resistivity formula gives $nl=\hbar k_F/(e^2\rho)$, so

$$
Z_w=\frac{K}{\rho},\qquad
K=-\frac{\hbar k_F\sigma_{tr}}{e^2}.
$$

The coefficient $K$ is negative and has the unit of resistivity. In this model it is the same in both measurements if the product $k_F\sigma_{tr}$ is the same. That condition is separate from the $1/\rho$ form.

## The right solution

The two measurements obey

$$
Z_1=Z_d+\frac{K}{\rho_1},\qquad
Z_2=Z_d+\frac{K}{\rho_2}.
$$

Multiplying each equation by its own resistivity removes the fractions:

$$
\rho_1Z_1=Z_d\rho_1+K,\qquad
\rho_2Z_2=Z_d\rho_2+K.
$$

The quantity that is linear in $\rho$ is therefore $\rho Z^*$, with slope $Z_d$ and intercept $K$. Subtracting the first equation from the second removes $K$:

$$
Z_d=\frac{\rho_2Z_2-\rho_1Z_1}{\rho_2-\rho_1}
=\frac{-24-(-25)}{6-5}=+1 .
$$

The wind coefficient follows from the first measurement:

$$
K=\rho_1(Z_1-Z_d)=5(-5-1)=-30\ \mu\Omega\,\mathrm{cm}.
$$

The wind charges are $-30/5=-6$ and $-30/6=-5$. Adding $+1$ to each returns the measured $-5$ and $-4$.

The tempting solution also contained the number 1, as the slope of $Z^*$ against $\rho$. That slope has the unit of inverse resistivity and equals $-K/(\rho_1\rho_2)=30/30$. Its agreement with $Z_d$ is an accident of these data.

The product $\rho Z^*$ has a direct meaning. Since $E=\rho j$, the force is $F=e\,(\rho Z^*)\,j=e(Z_d\rho+K)j$. At fixed current density the wind force does not depend on $\rho$, while the direct force is proportional to it. For small $\rho$ the wind dominates. For large $\rho$ the effective charge tends to $+1$, and it would change sign at $\rho=30\ \mu\Omega\,\mathrm{cm}$ if the law held that far from the data.

## A model metal with these charges

Take an electron density of $85\ \mathrm{nm^{-3}}$, for which $k_F=13.6\ \mathrm{nm^{-1}}$. The coefficient found above then requires

$$
\sigma_{tr}=\frac{|K|e^2}{\hbar k_F}=0.00537\ \mathrm{nm^2}.
$$

The mean free paths are 13.15 and 10.96 nm. The first gives $Z_w=-85\times13.15\times0.00537=-6.0$, as it should. Even for the shorter path $k_Fl=149$, so an electron travels many wavelengths between collisions, as the picture of free flight between collisions requires.

The charge itself is inferred from a drift velocity. Let an ion jump a distance $a$ to either side at rate $\Gamma$ without a force, and at rates $\Gamma e^{x}$ and $\Gamma e^{-x}$ with and against a force $F$, where $x=Fa/(2kT)$ and $k$ is here Boltzmann's constant. For independent jumps $D=\Gamma a^2$, and

$$
v=a\Gamma(e^{x}-e^{-x})\approx2a\Gamma x
=\frac{\Gamma a^2F}{kT}=\frac{DF}{kT}.
$$

With $F=Z^*e\rho j$ this becomes

$$
\rho Z^*=\frac{vkT}{Dej}.
$$

Let the first run be at 770 K with $a=0.25$ nm and $j=1\ \mathrm{MA/cm^2}$. The field is 5 V/cm, the force is $-25$ eV/cm, and $|x|=4.7\times10^{-6}$. The linear drift law is therefore not what limits the answer.

## How errors grow

The answer is the small difference of 25 and 24, divided by a small difference of resistivities. If the two charges have independent errors of standard deviation $s$ and the resistivities are held fixed, the error of the valence is

$$
s_d=\frac{\sqrt{\rho_1^2+\rho_2^2}}{\rho_2-\rho_1}\,s
=\sqrt{61}\,s .
$$

For $s=0.10$, which is 2% of the first charge and 2.5% of the second, $s_d=0.78$. The result would then be $1.0\pm0.8$.

An error in resistivity matters in a way that depends on how the charge was obtained. Suppose $\rho_1$ is recorded 1% too high, as 5.05.

- If the field was measured directly, $Z_1=-5$ stays fixed, and the inferred valence is $(-24+25.25)/0.95=1.32$.
- If the current density was measured, $\rho_1Z_1=-25$ stays fixed, and the inferred valence is $1/0.95=1.05$.

Temperature can do more harm. Suppose that $D$ comes from a separate measurement with an activation energy of 2 eV, and that the first specimen is 1 K hotter than recorded. Its diffusion coefficient is then larger by a factor 1.040. With the resistivity held at 5, and with the factor $770/771$ from $kT$ included, the drift is misread as a charge of $-5.19$ instead of $-5$, and the inferred valence rises by 0.96. Measuring drift and diffusion in the same specimen at the same time removes the error in $D$. The recorded $kT$ is then still 0.13% too low, which shifts the valence by only $-0.03$.

## What two measurements cannot show

Two data points fix two unknowns and leave nothing to test the assumption of constant $K$. If $K$ takes the values $K_1$ and $K_2$ in the two runs, the same subtraction gives

$$
Z_d^{\text{inferred}}=Z_d+\frac{K_2-K_1}{\rho_2-\rho_1}.
$$

With the true valence held at $+1$ and $K_1=-30\ \mu\Omega\,\mathrm{cm}$, a 1% increase of $|K|$ in the second run shifts the inferred value by $-0.30$. Thermal expansion alone has a smaller effect. For a second run at 890 K and a linear expansion of $2\times10^{-5}$ per kelvin, $k_F$ falls by 0.24%, because it varies inversely with length. At fixed $\sigma_{tr}$ the shift would be $+0.07$, but $\sigma_{tr}$ itself depends on $k_F$. If the scattering phase shifts stay fixed, $\sigma_{tr}\propto1/k_F^2$, so $k_F\sigma_{tr}$ rises by 0.24% and the shift is $-0.07$. Screened Coulomb potentials whose screening follows the electron density give $-0.11$ to $-0.17$. Even the sign of this correction thus depends on the scatterer.

The data even allow $Z_d=0$. Then $K=\rho Z^*$ must be $-25$ in the first run and $-24\ \mu\Omega\,\mathrm{cm}$ in the second, a fall of 4% in size. A third measurement need not settle the matter. If this $K$ continues linearly, $K=-30\ \mu\Omega\,\mathrm{cm}+\rho$, and

$$
Z^*=\frac{K}{\rho}=1-\frac{30\ \mu\Omega\,\mathrm{cm}}{\rho},
$$

which is the original law. At $7.5\ \mu\Omega\,\mathrm{cm}$ both descriptions predict $-3$. A third point tests whether $\rho Z^*$ is a straight line. It cannot separate a direct valence from a part of $K$ that is linear in $\rho$; that needs independent knowledge of $\sigma_{tr}$.

## Beside a real conductor

The resistivities, temperatures and electron density lie roughly in the regime of hot bulk copper, and an effective charge of a few negative units is a reasonable size there. The cross-section of $0.00537\ \mathrm{nm^2}$ is only what the fitted $K$ requires. A unit charge with a screened Coulomb potential obeying the Friedel sum rule at this density has $0.048\ \mathrm{nm^2}$ if attractive and $0.015\ \mathrm{nm^2}$ if repulsive. An atom of the lattice is not an isolated scatterer in a free electron gas, so the model accounts for the form and sign of the law, not for the size of $K$ in copper. The current density is typical of a stressed chip line, not of a bulk specimen: at 5 V/cm it would release 5 MW in each cubic centimetre. In the linear regime the inferred charge does not depend on this choice. Atoms in bulk copper move by exchanging places with vacancies, so their successive jumps are not independent. Let $D_0$ be the diffusion coefficient that independent jumps would give; in the face-centred cubic lattice $D_0=2\Gamma a^2$, with $\Gamma$ the jump rate to each of the twelve neighbours and $a$ the jump length. The coefficient measured with tracer atoms is then $fD_0$, with $f=0.78$, while the drift of the metal's own atoms still follows $D_0F/(kT)$. Unless the measured $D$ is divided by $f$, both charges, and with them the inferred valence, come out 28% too large in size. Chip lines run much cooler than 770 K, and their atoms move largely along interfaces and grain boundaries, where the scattering by a migrating atom may differ from that in the bulk. If it does differ, a change in the share of the paths between two runs breaks the assumption of a single $K$. Each 1% by which that raises $|K|$ in the second run lowers the inferred valence by 0.30, with the other quantities held as above. The value $+1$ is thus the valence implied by the stated law, and its use for a real line depends on showing that $K$ is constant: a change of 0.3% already shifts the inferred valence by about 0.1.

## Values computed for the example and the checks

```
GIVEN DATA AND RESULT
resistivities: 5.0, 6.0 microohm cm
effective charges: -5.0, -4.0 (units of e)
products rho*Z*: -25.0, -24.0 microohm cm
direct valence: +1.000
wind coefficient K: -30.00 microohm cm
wind charges: -6.000, -5.000
MODEL METAL
electron density: 85 per nm^3
temperatures: 770, 890 K
jump length: 0.25 nm
linear expansion: 2.0e-05 per K
activation energy: 2.0 eV
current density: 1.0 MA/cm^2
Fermi wavenumber: 13.60 per nm
transport cross-section: 0.00537 nm^2
mean free paths: 13.15, 10.96 nm
kF times shorter path: 149
field, first run: 5.00 V/cm
force, first run: -25.0 eV/cm
hopping bias F*a/(2kT): 4.71e-06
ERRORS AND NEGLECTED EFFECTS
assumed error of each charge: 0.10
resulting error of direct valence: 0.78
valence, rho1 +1%, Z* fixed: 1.316
valence, rho1 +1%, rho*Z* fixed: 1.053
valence shift, |K| +1% in run 2: -0.300
kF change by expansion: -0.24 %
valence shift by expansion: +0.072
D ratio for 1 K too hot: 1.0399
first charge inferred, 1 K too hot: -5.193
valence shift, 1 K too hot: +0.96
SAME DATA WITH ZERO DIRECT VALENCE
K needed: -25.0, -24.0 microohm cm
change of |K| needed: -4.0 %
third resistivity: 7.5 microohm cm
charge there, constant K: -3.000
charge there, Zd=0, K linear: -3.000
```
